# Equal Band-Edge Orbital Moments Cancel in the Exciton Zeeman Shift

## The argument under review

The argument concerns a monolayer semiconductor with gapped Dirac bands at the valleys K and K', in a perpendicular field of 10 T. It has three steps.

1. The conduction and valence edges at K each carry an orbital moment of about 1.9 Bohr magnetons, and the moments at K' are opposite.
2. An exciton contains one electron and one hole, so both moments contribute.
3. The contributions add, and the exciton lines of the two valleys are therefore split by about 4.4 meV, a g-factor of magnitude 7.6.

The first step can be checked within the model. The second and third require the energy of the hole, which the argument never writes down.

## Model and signs

The electron charge is $-e$, the field $B>0$ points along $+z$, and $s=+1$ at K, $s=-1$ at K'. In the orbital basis $(c,v)$,

$$H_s=\gamma(s\,k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z ,\qquad \gamma=\hbar v .$$

The field enters through $\mathbf k=-i\nabla+e\mathbf A/\hbar$, which gives

$$[k_x,k_y]=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{i}{l^2},\qquad l^2=\frac{\hbar}{eB}.$$

With $k_\pm=k_x\pm ik_y$ it follows that

$$k_-k_+=k^2+\frac1{l^2},\qquad k_+k_-=k^2-\frac1{l^2}.$$

Spin is left out: the bright transition conserves it, so a spin shift common to both bands drops out of the transition energy.

## The moments are large, and equal

At K the two components obey

$$(E-\tfrac{\Delta}{2})\psi_c=\gamma k_-\psi_v,\qquad (E+\tfrac{\Delta}{2})\psi_v=\gamma k_+\psi_c .$$

Near the conduction edge $E+\Delta/2\approx\Delta$. Eliminating $\psi_v$ gives

$$E\approx\frac{\Delta}{2}+\frac{\gamma^2}{\Delta}k_-k_+=\frac{\Delta}{2}+\frac{\gamma^2}{\Delta}\Big(k^2+\frac1{l^2}\Big).$$

Near the valence edge $E-\Delta/2\approx-\Delta$. Eliminating $\psi_c$ gives

$$E\approx-\frac{\Delta}{2}-\frac{\gamma^2}{\Delta}k_+k_-=-\frac{\Delta}{2}-\frac{\gamma^2}{\Delta}\Big(k^2-\frac1{l^2}\Big).$$

The $k^2$ terms have opposite signs, as electron and hole bands should, but both edges move up by $\gamma^2/(\Delta l^2)$. Write an edge shift as $L\mu_BB$, where $L=-m_z/\mu_B$ and $m_z$ is the orbital moment. Since $\mu_BB=(\hbar^2/2m_0)/l^2$,

$$L_c=L_v=\frac{2m_0}{\hbar^2}\frac{\gamma^2}{\Delta}=\frac{m_0}{m^*},\qquad m^*=\frac{\hbar^2\Delta}{2\gamma^2}.$$

At K' the off-diagonal element $\gamma k_-$ becomes $-\gamma k_+$. The two products exchange places and both shifts change sign.

Take $\Delta=1.7$ eV and $\gamma=0.35$ eV nm, with $\hbar^2/2m_0=0.0381$ eV nm². Then $L=0.35^2/(0.0381\times1.7)=1.89$. At 10 T, $\mu_BB=0.579$ meV, so each edge at K rises by 1.095 meV. The first step of the argument is correct.

The equality does not depend on being at the edge. A wave packet in band $n$ has the moment of its internal rotation, $m_z=-\frac e2\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle_z$, where $\mathbf r_c$ is its centre. The interband velocity is $\mathbf v_{nm}=\langle n|\partial_{\mathbf k}H|m\rangle/\hbar$. From $\mathbf v=(i/\hbar)[H,\mathbf r]$ the interband position is $\mathbf r_{nm}=i\hbar\mathbf v_{nm}/(\varepsilon_m-\varepsilon_n)$. Inserting both,

$$L_n=-\frac{2m_0}{\hbar^2}\sum_{m\neq n}\frac{\mathrm{Im}\,\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{\varepsilon_m-\varepsilon_n}.$$

With two bands the sum has one term. Exchanging $c$ and $v$ replaces the numerator product by its complex conjugate, which reverses the imaginary part, and also reverses the denominator. Hence $L_c(\mathbf k)=L_v(\mathbf k)$ for any two-band Hamiltonian, symmetric or not.

For the Dirac model, put $\mathbf k$ along $x$ and define $\varepsilon=\sqrt{\Delta^2/4+\gamma^2k^2}$ and $\cos\theta=\Delta/2\varepsilon$. At K the eigenvectors are $u_c=(\cos\frac\theta2,\sin\frac\theta2)$ and $u_v=(-\sin\frac\theta2,\cos\frac\theta2)$. They give $\langle c|\sigma_x|v\rangle=\cos\theta$ and $\langle v|\sigma_y|c\rangle=i$, while $\varepsilon_v-\varepsilon_c=-2\varepsilon$. At K' the angle $\theta$ changes sign in the eigenvectors, which leaves both elements unchanged, but $\partial_xH=-\gamma\sigma_x$ reverses the product. Therefore

$$L(k)=s\,\frac{2m_0}{\hbar^2}\frac{\gamma^2\cos\theta}{2\varepsilon}=s\,\frac{2m_0}{\hbar^2}\frac{\gamma^2\Delta}{\Delta^2+4\gamma^2k^2},$$

which returns the edge value at $k=0$.

## Where the argument fails

Absorption removes an electron from the valence band and puts one in the conduction band of the same valley. The energy of the removed electron is subtracted. If its level rises by $L_v\mu_BB$, creating the hole costs that much less. In terms of moments, removing an electron of moment $m_v$ leaves $-m_v$ behind. The transition at K therefore shifts by $(L_c-L_v)\mu_BB$, and at K' by the opposite amount:

$$E(\mathrm K)-E(\mathrm K')=g\,\mu_BB,\qquad g=2(L_c-L_v)_{\mathrm K}.$$

The argument used $2(L_c+L_v)=4L=7.57$, hence its 4.38 meV. The difference gives $g=0$.

The Landau levels confirm this without an expansion in $B$. Set $k_-=\sqrt2\,a/l$ with $[a,a^\dagger]=1$. At K, states of the form $(\alpha|n-1\rangle,\beta|n\rangle)$ with $n\ge1$ have

$$E=\pm\sqrt{\frac{\Delta^2}{4}+\frac{2\gamma^2n}{l^2}} .$$

There is one further state, $(0,|0\rangle)$, at $-\Delta/2$. At K' the unpaired state is $(|0\rangle,0)$, at $+\Delta/2$.

Light acts through the velocity. At K, $\hbar(v_x+iv_y)=\gamma(\sigma_x+i\sigma_y)=2\gamma|c\rangle\langle v|$, which leaves the oscillator number unchanged. The lowest transition thus runs from the unpaired valence level to the conduction level $n=1$. At K', $\hbar(v_x-iv_y)=-2\gamma|c\rangle\langle v|$, so the other helicity is absorbed, and the lowest transition runs from the valence level $n=1$ to the unpaired conduction level. Both cost

$$E=\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+\frac{2\gamma^2}{l^2}} .$$

At 10 T the lowest conduction level is 2.187 meV higher at K than at K'. The highest valence level is also 2.187 meV higher at K. Both transitions lie at 1.702187 eV. The valley shift of a single carrier is real; the transition does not show it.

The limit of a small gap makes the point more sharply. At fixed $\gamma$ the edge moment grows as $1/\Delta$ without bound, yet the two transition energies remain equal, and both tend to $\sqrt2\,\gamma/l$.

## Does electron-hole attraction restore a splitting?

An exciton is not a free pair, so the objection must also hold with interaction. For the symmetric model it follows from an operator identity. Conjugation by $\sigma_x$ keeps $\sigma_x$ and reverses $\sigma_y$ and $\sigma_z$, so at the same field

$$\sigma_xH_{\mathrm K}\sigma_x=-H_{\mathrm K'} .$$

Write the pair amplitude $\Psi(\mathbf r_e,\mathbf r_h)$ as an operator with a $2\times2$ orbital part. Let $P_c,P_v$ project on the conduction and valence states of K, and let the attraction $W(|\mathbf r_e-\mathbf r_h|)$ be real and the same for both orbitals. Without electron-hole exchange,

$$H_{\mathrm K}\Psi-\Psi H_{\mathrm K}-P_c(W\Psi)P_v=E\Psi,$$

where $W\Psi$ means multiplication at each pair of positions. Define $\Psi'=\sigma_x\Psi^\dagger\sigma_x$. Then

$$H_{\mathrm K'}\Psi'-\Psi'H_{\mathrm K'}=\sigma_x(\Psi^\dagger H_{\mathrm K}-H_{\mathrm K}\Psi^\dagger)\sigma_x=\sigma_x(H_{\mathrm K}\Psi-\Psi H_{\mathrm K})^\dagger\sigma_x .$$

Because energies change sign, the conduction projector of K' is $\sigma_xP_v\sigma_x$ and its valence projector is $\sigma_xP_c\sigma_x$. Because $W$ is real and symmetric in the two positions, the attraction term becomes $\sigma_x[P_c(W\Psi)P_v]^\dagger\sigma_x$. So $\Psi'$ solves the K' equation with the same $E$. Each exciton at K has a partner at K' of equal energy, at any $B$ within this model.

The velocities obey $\mathbf v_{\mathrm K'}=-\sigma_x\mathbf v_{\mathrm K}\sigma_x$. Up to sign, the optical amplitude of the partner for $v_x+iv_y$ is therefore $\mathrm{Tr}[\Psi(v_x+iv_y)]$, the complex conjugate of the K amplitude $\mathrm{Tr}[\Psi^\dagger(v_x-iv_y)]$. The strengths are equal and the helicity is reversed.

A term $k^2\sigma_z$ respects the identity, since $\sigma_z$ changes sign. Trigonal warping adds $\kappa k_+^2$ to the $cv$ element at K and $\kappa k_-^2$ at K'. The mapping produces $-\gamma k_+-\kappa k_-^2$. A half-turn $\mathbf k\to-\mathbf k$ and a sign change of the $c$ orbital turn this into the required $-\gamma k_++\kappa k_-^2$, and neither affects $B$ or $W$.

A small diagonalization shows the cancellation with a bound pair. It used an open patch of $5\times5$ sites at 0.6 nm spacing, a $k^2\sigma_z$ term of 0.05 eV nm², and a Coulomb attraction with dielectric constant 5, softened at 0.5 nm. At 10 T the lowest exciton lay 275 meV below the lowest free pair. The electron and valence levels were each 1.295 meV higher at K, while the exciton splitting vanished to the printed $10^{-6}$ meV. The patch is too small for its binding energy to describe a material; it tests the symmetry.

## Unequal masses are not enough

One might try to rescue the argument by noting that real electron and hole masses differ. Add $\alpha k^2$ to both bands. The operator $k^2$ has eigenvalues $(2N+1)/l^2$, where $N$ is the oscillator number. Let $\delta=\alpha/l^2$. At K the unpaired valence level moves to $-\Delta/2+\delta$. The conduction level comes from the states $c|0\rangle$ and $v|1\rangle$, with diagonal energies $\Delta/2+\delta$ and $-\Delta/2+3\delta$ and coupling $\sqrt2\gamma/l$. Their mean is $2\delta$ and their half-difference is $\Delta/2-\delta$, so

$$E(\mathrm K)=\frac\Delta2+\delta+\sqrt{\Big(\frac\Delta2-\delta\Big)^2+\frac{2\gamma^2}{l^2}} .$$

At K' the unpaired level is $\Delta/2+\delta$. The valence level comes from $c|1\rangle$ and $v|0\rangle$, with mean $2\delta$ and half-difference $\Delta/2+\delta$. The transition energy is the same expression with $\delta\to-\delta$. Using $\sqrt{x^2+y}\approx x+y/2x$, the terms linear in $\delta$ outside and inside the root cancel, leaving

$$E(\mathrm K)-E(\mathrm K')\approx\frac{\gamma^2}{l^2}\left[\frac1{\Delta/2-\delta}-\frac1{\Delta/2+\delta}\right]\approx\frac{8\alpha\gamma^2}{\Delta^2l^4}.$$

This is second order in the field (written for $B>0$; it changes sign with $B$, as $B|B|$), so it adds nothing to the linear g-factor of the lowest free-pair transition. With the free-electron value $\alpha=\hbar^2/2m_0$, the masses are $0.346\,m_0$ for the electron and $1.12\,m_0$ for the hole. Even so, the free-pair splitting at 10 T is 2.97 µeV from the levels and 2.98 µeV from the leading formula.

Away from the edge the cancellation is incomplete. At K the transition from valence level $n\ge1$ to conduction level $n+1$ costs

$$2\delta+\sqrt{\Big(\frac\Delta2-\delta\Big)^2+\frac{2\gamma^2(n+1)}{l^2}}+\sqrt{\Big(\frac\Delta2-\delta\Big)^2+\frac{2\gamma^2n}{l^2}} ,$$

and its partner at K', from valence level $n+1$ to conduction level $n$, has $\delta\to-\delta$. To first order in $\delta$, with both roots close to $\varepsilon$, they differ by $4\delta(1-\Delta/2\varepsilon)$, which is linear in $B$. For the free-electron $\alpha$, $\delta=\mu_BB$, and this corresponds to $g=4(1-\Delta/2\varepsilon)$, or 0.14 at $k=1/(1.5\ \text{nm})$. A bound exciton is built from such transitions, so unequal masses can give it a small linear g-factor, far below the 7.6 of the argument. Its value for a bound pair was not computed.

## What does produce a valley g-factor

A third band can shift one edge and not the other. Place a remote band $r$ at height $D$ above the valence edge, coupled to $v$ at K by $\gamma_rk_-$. Near the valence edge $\psi_r\approx-(\gamma_r/D)k_-\psi_v$. Its action back on $v$ is

$$-\frac{\gamma_r^2}{D}k_+k_-=-\frac{\gamma_r^2}{D}\Big(k^2-\frac1{l^2}\Big).$$

The valence edge at K gains an extra upward shift $L_r\mu_BB$, with $L_r=(2m_0/\hbar^2)\gamma_r^2/D$. The conduction edge has no direct coupling to $r$ and gains nothing at this order. At K' the extra shift is reversed. Hence $g=-2L_r$, and the common Dirac moment has dropped out. The sign follows from the chosen coupling: with $\gamma_rk_+$ in place of $\gamma_rk_-$ the extra shift of the valence edge would be downward and its contribution to $g$ positive.

With $D=3.4$ eV and $\gamma_r=0.5$ eV nm, $L_r=0.25/(0.0381\times3.4)=1.93$. The moments are now $L_c=1.89$ and $L_v=3.82$, so $g=-3.86$. Landau levels of the three-band model, with the free-electron $k^2$ term included, give $-3.859$ at 1 T and a splitting of $-2.23$ meV at 10 T: the K transition is the lower one. The masses are $0.346\,m_0$ and $0.354\,m_0$. Nearly equal masses thus accompany a large g-factor here, whereas the very unequal masses of the previous section gave none to first order for the same lowest free-pair transition.

Adding the shift $sL_r\mu_BB$ to the $v$ orbital of the lattice patch splits its exciton by $-2.11$ meV, which is 0.94 of $-2L_r\mu_BB$. The cause of this reduction was not examined.

## Bearing on real monolayers

The parameters are round values in the regime of monolayer semiconducting dichalcogenides such as WSe₂, whose bright-exciton g-factor is roughly $-4$. The remote band, including the handedness of its coupling, was chosen to reach that size and sign, so the agreement is not a prediction. It stands in for the whole sum over remote bands and is not a particular band of WSe₂: in a three-orbital tight-binding description, the $d$ band that lies about 3.4 eV above the valence edge couples to $v$ through $k_+$ and also to $c$, and by itself gives a small positive contribution to $g$. Real crystals break the two-band assumption: many bands contribute, to both edges, and a quantitative g-factor needs their sum. In the example this one correction moves the splitting from zero to $-2.23$ meV.

The other effects are smaller for the same numbers. An exciton of assumed radius 1.5 nm samples wave vectors near $1/(1.5\ \text{nm})$. There the Dirac moment is 1.76 and the three-band moment difference $2(L_c-L_v)$ is $-3.59$, 7% smaller in magnitude than at the edge. This is an estimate of size, not the g-factor of the exciton: away from the edge the transitions also contain a further linear term, about $-0.1$ for these numbers, which is present even though the edge masses are nearly equal. It offsets part of the reduction and brings the free-pair value at this wave vector to about $-3.7$, so the 7% overstates the change. For relative motion, $\mathbf A=\mathbf B\times\mathbf r/2$ gives a diamagnetic energy $e^2B^2r^2/8\mu$, with $\mu$ the reduced mass. It is 28 µeV at this radius and, being even in $B$, is the same in both valleys. At 4 K the thermal energy is 0.345 meV, well below the splitting; it affects how the two exciton populations are weighted, not the Zeeman term derived here. Exchange between the valleys was omitted. At zero pair momentum, which is the case of normal incidence, the two bright excitons have angular momenta $+1$ and $-1$, and threefold symmetry forbids their coupling.

For the band-edge transition, the third step of the argument should therefore be replaced by $g=2(L_c-L_v)$, and any nonzero value of this difference must be traced to bands outside the Dirac pair. A bound exciton also samples states away from the edge, where unequal masses or the coupling to remote bands add small corrections that this formula does not contain. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
gap                                         1.70 eV
gamma = hbar v                              0.35 eV nm
magnetic field                              10.0 T
hbar^2/(2 m0)                               0.03810 eV nm^2
Bohr magneton times B                       0.5788 meV
magnetic length                             8.113 nm
Dirac mass (electron = hole)                0.529 m0
edge moment L_c = L_v at K                  1.891 (Bohr magnetons)
first-order shift of each edge at K         1.095 meV
conduction level, K minus K'                2.187 meV
valence level, K minus K'                   2.187 meV
mistaken g from adding moments              7.57
mistaken splitting from adding moments      4.379 meV
lowest bright transition, K                 1.702187 eV
lowest bright transition, K'                1.702187 eV
splitting in symmetric model (magnitude)    0.000000 meV
unequal masses: electron mass               0.346 m0
unequal masses: hole mass                   1.122 m0
unequal masses: splitting, computed         2.971 ueV
unequal masses: splitting, formula          2.982 ueV
remote band height above valence edge       3.40 eV
remote coupling gamma_r                     0.50 eV nm
remote moment L_r                           1.930 (Bohr magnetons)
with remote band: L_c                       1.891 (Bohr magnetons)
with remote band: L_v                       3.821 (Bohr magnetons)
with remote band: electron mass             0.346 m0
with remote band: hole mass                 0.354 m0
with remote band: g from moments            -3.860
with remote band: g from levels at 1 T      -3.859
with remote band: splitting at B            -2.230 meV
patch: exciton binding                      274.9 meV
patch: electron level, K minus K'           1.295 meV
patch: valence level, K minus K'            1.295 meV
patch: exciton splitting (magnitude)        0.000000 meV
patch with L_r: exciton splitting           -2.107 meV
patch with L_r: fraction of -2 L_r muB B    0.943
assumed exciton radius                      1.50 nm
Dirac moment at k = 1/radius                1.759 (Bohr magnetons)
with remote band: local g at k = 1/radius   -3.591
diamagnetic shift, same in both valleys     28.3 ueV
temperature of use                          4.0 K
thermal energy kT                           0.345 meV
```
